# The thermodynamic overpotential floor of oxygen reduction from OOH–OH scaling: test program

```python
# Result under test: for associative four-electron oxygen reduction, the
# thermodynamic overpotential is at least |s/2 - E|, where s is the free-energy
# gap between adsorbed OOH and OH (eV) and E is the equilibrium potential (V).
# For s = 3.2 eV and E = 1.23 V this floor is 0.37 V, reached at g_OH = 0.86 eV.
# g_OH, g_O, g_OOH: formation free energies from water, bare site and H2.
# A potential U shifts each proton-electron pair by -U (in eV).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, linprog

mp.mp.dps = 40
E_EQ = 1.23
GAP = 3.2
T_ROOM = 298.15
K_B = const.k / const.e
KT = K_B * T_ROOM


def reaction_energies(ooh, o, oh, potential, o2, h2=0.0, water=0.0, site=0.0):
    """Products minus reactants for the four electrochemical steps."""
    pair = 0.5 * h2 - potential
    return np.array([
        ooh - (site + o2 + pair),
        o + water - (ooh + pair),
        oh - (o + pair),
        site + water - (oh + pair)])


def limiting_potential(ooh, o, oh, **species):
    """Highest potential with no uphill step, found as a root."""
    return brentq(lambda u: reaction_energies(ooh, o, oh, u, **species).max(),
                  -50, 50, xtol=1e-13)


def optimise(gap=GAP, e_eq=E_EQ, fixed_oh=None, objective=(0, 0, 0, -1),
             least_u=None):
    """Linear programme over (g_OOH, g_O, g_OH, U), all steps not uphill."""
    base = reaction_energies(0, 0, 0, 0, o2=4 * e_eq)
    matrix = np.column_stack([
        reaction_energies(*unit, o2=4 * e_eq) - base for unit in np.eye(4)])
    equal_rows, equal_values = [], []
    if gap is not None:
        equal_rows.append([1, 0, -1, 0])
        equal_values.append(gap)
    if fixed_oh is not None:
        equal_rows.append([0, 0, 1, 0])
        equal_values.append(fixed_oh)
    answer = linprog(objective, A_ub=matrix, b_ub=-base,
                     A_eq=equal_rows or None, b_eq=equal_values or None,
                     bounds=[(None, None)] * 3 + [(least_u, None)],
                     method="highs")
    assert answer.success, answer.message
    return answer.x


# Limiting potential from arbitrary species energies against the minimum rule.
rng = np.random.default_rng(7)
for trial in range(100):
    h2, water, site, ooh, o, oh = rng.uniform(-4, 4, 6)
    o2 = 2 * water - 2 * h2 + 4 * E_EQ
    g_ooh = ooh + 1.5 * h2 - site - 2 * water
    g_o = o + h2 - site - water
    g_oh = oh + 0.5 * h2 - site - water
    by_root = limiting_potential(ooh, o, oh, o2=o2, h2=h2, water=water,
                                 site=site)
    by_rule = min(4 * E_EQ - g_ooh, g_ooh - g_o, g_o - g_oh, g_oh)
    assert abs(by_root - by_rule) < 1e-10

# Floor for several gaps, on both sides of the ideal gap.
for gap in (2.0, 2.46, 3.0, 3.2, 3.6):
    assert abs(E_EQ - optimise(gap)[3] - abs(gap / 2 - E_EQ)) < 1e-6
best = optimise()
floor = E_EQ - best[3]
assert abs(floor - 0.37) < 1e-6
assert abs(best[2] - (2 * E_EQ - GAP / 2)) < 1e-6
assert abs(optimise(gap=None)[3] - E_EQ) < 1e-6

# Range of oxygen binding that keeps the optimum.
u_hold = best[3] - 1e-9
o_low = optimise(objective=(0, 1, 0, 0), least_u=u_hold)[1]
o_high = optimise(objective=(0, -1, 0, 0), least_u=u_hold)[1]
assert abs(o_low - 2 * best[3]) < 1e-6
assert abs(o_high - GAP) < 1e-6

# Best overpotential at fixed hydroxyl binding.
volcano = []
for g_oh in (0.56, 0.71, 0.86, 1.01, 1.16):
    eta = E_EQ - optimise(fixed_oh=g_oh)[3]
    assert abs(eta - (0.37 + abs(g_oh - 0.86))) < 1e-6
    volcano.append((g_oh, eta))

# Dissociative route: O2 + 2 sites -> 2 O*, then two reductions per O*.
# Variables are g_O, g_OH, U; the first row is the chemical splitting step.
split = linprog([0, 0, -1], A_ub=[[2, 0, 0], [-1, 1, 1], [0, -1, 1]],
                b_ub=[4 * E_EQ, 0, 0], bounds=[(None, None)] * 3,
                method="highs")
assert split.success and abs(split.x[2] - E_EQ) < 1e-6

# Platinum-like terrace, rough values in eV.
pt_oh, pt_o, pt_ooh = 0.75, 1.60, 3.95
pt_entries = -reaction_energies(pt_ooh, pt_o, pt_oh, 0, o2=4 * E_EQ)
pt_u = limiting_potential(pt_ooh, pt_o, pt_oh, o2=4 * E_EQ)
assert E_EQ - pt_u > floor

# Steady-state cycle at the ideal balance, with g_O in mid-window.
ideal_oh = 2 * E_EQ - GAP / 2
ideal_ooh = ideal_oh + GAP
ideal_o = 0.5 * (o_low + o_high)
SITE_DENSITY = 1.5e15


def base_rate(barrier):
    return const.k * T_ROOM / const.h * np.exp(-barrier / KT)


def cycle(potential, barrier):
    """Net turnover (1/s) and coverages of site, OOH, O, OH."""
    energies = reaction_energies(ideal_ooh, ideal_o, ideal_oh, potential,
                                 o2=4 * E_EQ)
    k0 = mp.mpf(base_rate(barrier))
    forward = [k0 * mp.exp(-max(d, 0.0) / mp.mpf(KT)) for d in energies]
    backward = [f * mp.exp(mp.mpf(d) / KT) for f, d in zip(forward, energies)]
    rates = mp.zeros(4)
    for i in range(4):
        j = (i + 1) % 4
        rates[i, i] -= forward[i]
        rates[j, i] += forward[i]
        rates[j, j] -= backward[i]
        rates[i, j] += backward[i]
    for column in range(4):
        rates[3, column] = 1
    coverage = mp.lu_solve(rates, mp.matrix([0, 0, 0, 1]))
    one_way = forward[0] * coverage[0]
    net = one_way - backward[0] * coverage[1]
    return float(net), [float(c) for c in coverage], float(net / one_way)


def current(potential, barrier):
    """Kinetic current density in mA/cm2."""
    return 4e3 * const.e * SITE_DENSITY * cycle(potential, barrier)[0]


for potential in (0.86, 0.90, 0.95, 1.00):
    x = np.exp(-(potential - ideal_oh) / KT)
    derived = base_rate(0.50) / (2 + 3 / x + 2 / x**2)
    assert abs(cycle(potential, 0.50)[0] / derived - 1) < 1e-6
assert abs(cycle(E_EQ, 0.50)[2]) < 1e-10
assert cycle(1.20, 0.50)[0] > 0 > cycle(1.26, 0.50)[0]
working = {b: brentq(lambda u: current(u, b) - 1.0, 0.80, 1.20)
           for b in (0.50, 0.70)}
assert E_EQ - working[0.50] < floor
slope = 20 / np.log10(current(0.98, 0.50) / current(1.00, 0.50))
assert abs(slope / (1e3 * KT * np.log(10) / 2) - 1) < 0.03

# Neglected effects, from rough inputs; entropies in eV/K.
scatter = 0.2
scatter_low = E_EQ - optimise(GAP - scatter)[3]
scatter_high = E_EQ - optimise(GAP + scatter)[3]
T_HOT = 353.15
s_h2, s_water, s_o2, s_ads = 1.35e-3, 0.73e-3, 2.13e-3, 0.2e-3
warming = T_HOT - T_ROOM
e_hot = E_EQ + warming * (2 * s_water - 2 * s_h2 - s_o2) / 4
gap_hot = GAP + warming * (s_water - s_h2 - s_ads)
floor_hot = e_hot - optimise(gap_hot, e_hot)[3]
pressure = 0.2
e_air = e_hot + K_B * T_HOT * np.log(pressure) / 4
floor_air = e_air - optimise(gap_hot, e_air)[3]
field, dipole = 3.0, 0.02
floor_field = E_EQ - optimise(GAP + field * dipole)[3]
E_PEROXIDE = 0.70
peroxide = 4 * E_EQ - 2 * E_PEROXIDE
exit_energy = peroxide - ideal_ooh + best[3]
water_path = reaction_energies(ideal_ooh, ideal_o, ideal_oh, best[3],
                               o2=4 * E_EQ)[1]
assert exit_energy > 0 > water_path

print(f"Equilibrium potential, input: {E_EQ:.2f} V")
print(f"OOH-OH gap, input: {GAP:.2f} eV; ideal gap: {2*E_EQ:.2f} eV")
print(f"Best limiting potential: {best[3]:.3f} V")
print(f"Overpotential floor: {floor:.3f} V")
print(f"Ideal g_OH: {best[2]:.3f} eV; ideal g_OOH: {best[0]:.3f} eV")
print(f"Allowed g_O at the floor: {o_low:.3f} to {o_high:.3f} eV")
for g_oh, eta in volcano:
    print(f"g_OH {g_oh:.2f} eV: best overpotential {eta:.3f} V")
print(f"Dissociative route, best limiting potential: {split.x[2]:.3f} V")
print(f"Pt-like g_OH, g_O, g_OOH: {pt_oh:.2f}, {pt_o:.2f}, {pt_ooh:.2f} eV")
print("Pt-like step entries:", ", ".join(f"{v:.2f}" for v in pt_entries), "eV")
print(f"Pt-like limiting potential: {pt_u:.3f} V")
print(f"Pt-like overpotential: {E_EQ-pt_u:.3f} V")
print(f"Pt-like excess over floor: {E_EQ-pt_u-floor:.3f} V")
print(f"Kinetic model temperature: {T_ROOM:.2f} K; kT: {KT:.5f} eV")
print(f"Kinetic model g_O: {ideal_o:.2f} eV")
print(f"Site density, rough input: {SITE_DENSITY:.2e} cm^-2")
for barrier, potential in working.items():
    print(f"Barrier {barrier:.2f} eV: base rate {base_rate(barrier):.3e} s^-1")
    print(f"  current at limiting potential: "
          f"{current(ideal_oh, barrier):.3e} mA/cm2")
    print(f"  potential at 1 mA/cm2: {potential:.3f} V")
    print(f"  overpotential at 1 mA/cm2: {E_EQ-potential:.3f} V")
    print(f"  OH coverage there: {cycle(potential, barrier)[1][3]:.3f}")
print(f"Slope from 0.98 to 1.00 V, barrier 0.50 eV: {slope:.1f} mV/decade")
print(f"Scaling scatter, rough input: +/-{scatter:.2f} eV")
print(f"Floor range from scatter: {scatter_low:.3f} to {scatter_high:.3f} V")
print(f"Entropies H2, water, O2, OOH*-OH*: {1e3*s_h2:.2f}, {1e3*s_water:.2f}, "
      f"{1e3*s_o2:.2f}, {1e3*s_ads:.2f} meV/K")
print(f"At {T_HOT:.2f} K: equilibrium {e_hot:.3f} V, gap {gap_hot:.3f} eV")
print(f"Floor at {T_HOT:.2f} K, 1 bar O2: {floor_hot:.3f} V")
print(f"Floor at {T_HOT:.2f} K, {pressure:.1f} bar O2: {floor_air:.3f} V")
print(f"Field {field:.1f} V/nm, dipole difference {dipole:.2f} e nm")
print(f"Floor with field shift of gap: {floor_field:.3f} V")
print(f"Peroxide equilibrium potential, rough input: {E_PEROXIDE:.2f} V")
print(f"Peroxide exit energy at best potential: {exit_energy:.3f} eV")
print(f"OOH* to O* energy at best potential: {water_path:.3f} eV")
print("done: every assertion held")
```

It prints:

```
Equilibrium potential, input: 1.23 V
OOH-OH gap, input: 3.20 eV; ideal gap: 2.46 eV
Best limiting potential: 0.860 V
Overpotential floor: 0.370 V
Ideal g_OH: 0.860 eV; ideal g_OOH: 4.060 eV
Allowed g_O at the floor: 1.720 to 3.200 eV
g_OH 0.56 eV: best overpotential 0.670 V
g_OH 0.71 eV: best overpotential 0.520 V
g_OH 0.86 eV: best overpotential 0.370 V
g_OH 1.01 eV: best overpotential 0.520 V
g_OH 1.16 eV: best overpotential 0.670 V
Dissociative route, best limiting potential: 1.230 V
Pt-like g_OH, g_O, g_OOH: 0.75, 1.60, 3.95 eV
Pt-like step entries: 0.97, 2.35, 0.85, 0.75 eV
Pt-like limiting potential: 0.750 V
Pt-like overpotential: 0.480 V
Pt-like excess over floor: 0.110 V
Kinetic model temperature: 298.15 K; kT: 0.02569 eV
Kinetic model g_O: 2.46 eV
Site density, rough input: 1.50e+15 cm^-2
Barrier 0.50 eV: base rate 2.195e+04 s^-1
  current at limiting potential: 3.015e+03 mA/cm2
  potential at 1 mA/cm2: 0.979 V
  overpotential at 1 mA/cm2: 0.251 V
  OH coverage there: 0.990
Barrier 0.70 eV: base rate 9.137e+00 s^-1
  current at limiting potential: 1.255e+00 mA/cm2
  potential at 1 mA/cm2: 0.865 V
  overpotential at 1 mA/cm2: 0.365 V
  OH coverage there: 0.490
Slope from 0.98 to 1.00 V, barrier 0.50 eV: 29.7 mV/decade
Scaling scatter, rough input: +/-0.20 eV
Floor range from scatter: 0.270 to 0.470 V
Entropies H2, water, O2, OOH*-OH*: 1.35, 0.73, 2.13, 0.20 meV/K
At 353.15 K: equilibrium 1.184 V, gap 3.155 eV
Floor at 353.15 K, 1 bar O2: 0.394 V
Floor at 353.15 K, 0.2 bar O2: 0.406 V
Field 3.0 V/nm, dipole difference 0.02 e nm
Floor with field shift of gap: 0.400 V
Peroxide equilibrium potential, rough input: 0.70 V
Peroxide exit energy at best potential: 0.320 eV
OOH* to O* energy at best potential: -0.740 eV
done: every assertion held
```
